# Does a conductance of e²/h in nickel prove full spin polarisation?

**Question**

A nickel filament in a resistive-memory cell is thinned to an atomic-scale contact, and its conductance settles near $e^2/h$, half of the spin-degenerate value $2e^2/h$. Nickel is ferromagnetic. Can I conclude that one spin channel is fully open, the other is closed, and the current is fully spin-polarised? If not, what would a shot-noise measurement add?

**Answer**

No. The conductance fixes the sum of the channel transmissions, not the individual terms. Two partly open channels of opposite spin can have the same sum as one open channel, and they then produce shot noise. I first derive the noise, then construct such a contact, and then ask what the noise can establish.

**What is measured**

Take phase-coherent, independent electrons. Let $t$ be the matrix of transmission amplitudes and $\tau_i$ the eigenvalues of $t^\dagger t$, with $0\le\tau_i\le1$. Each spin channel is counted separately, so at small bias

$$G=\frac{e^2}{h}\sum_i\tau_i .$$

If spin along one axis is conserved, each channel has a definite spin. With $\uparrow$ for majority spin, define

$$P=\frac{G_\uparrow-G_\downarrow}{G_\uparrow+G_\downarrow}.$$

The observation $G=e^2/h$ says that $\sum_i\tau_i=1$. The choice $(1,0)$ satisfies this, but so does $(0.8,0.2)$.

**Where the noise comes from**

In an energy interval $dE$, one channel delivers electrons from each side in $dE/h$ attempts per unit time: the density of right-moving states per length is $dk/2\pi$, their velocity is $dE/(\hbar\,dk)$, and the product is $dE/h$. Let $f_L,f_R$ be the Fermi occupations of the leads. If both incoming states are full, both outgoing states are full too, and no net charge is transferred. A transfer therefore needs one full and one empty incoming state:

$$p_+=\tau f_L(1-f_R),\qquad p_-=\tau f_R(1-f_L).$$

The mean transfer is $p_+-p_-=\tau(f_L-f_R)$. Because the squared transfer is 1 for either direction, the variance is

$$p_++p_--(p_+-p_-)^2=\tau(f_L+f_R-2f_Lf_R)-\tau^2(f_L-f_R)^2 .$$

Using

$$f_L+f_R-2f_Lf_R=f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2,$$

the variance becomes

$$\tau[f_L(1-f_L)+f_R(1-f_R)]+\tau(1-\tau)(f_L-f_R)^2 .$$

The first part survives at zero bias. The second requires a bias and a transmission that is neither 0 nor 1.

Now let $\tau$ be constant over the energy window, and set $x=eV/(2kT)$. Three integrals are needed. First, $\int(f_L-f_R)\,dE=eV$. Second, $f(1-f)=-kT\,df/dE$, so $\int f(1-f)\,dE=kT$. For the third, $f/(1-f)=e^{-(E-\mu)/kT}$ gives

$$f_R(1-f_L)=e^{-2x}f_L(1-f_R).$$

The difference of these two products is $f_L-f_R$, so the integral of their sum is

$$eV\frac{1+e^{-2x}}{1-e^{-2x}}=eV\coth x .$$

That sum is $f_L+f_R-2f_Lf_R$. Subtracting the two equilibrium terms gives

$$\int(f_L-f_R)^2dE=eV\coth x-2kT .$$

The one-sided current noise $S$ is $2e^2$ times the variance of the transferred number per unit time. Hence

$$S=\frac{2e^2}{h}\left[2kT\sum_i\tau_i+(eV\coth x-2kT)\sum_i\tau_i(1-\tau_i)\right].$$

At zero bias $eV\coth x\to2kT$, leaving $S(0)=4kTG$. Define the Fano factor

$$F=\frac{\sum_i\tau_i(1-\tau_i)}{\sum_i\tau_i}.$$

Since $I=(e^2/h)V\sum_i\tau_i$ and $2kT=eV/x$, subtraction gives

$$S(V)-S(0)=2eIF\left(\coth x-\frac1x\right).$$

For $eV\gg kT$ the bracket tends to 1 and the excess noise to $2eIF$. For $eV\ll kT$ the bracket tends to $x/3$, and thermal noise hides most of the signal.

At $\sum_i\tau_i=1$,

$$F=1-\sum_i\tau_i^2=\sum_i\tau_i(1-\tau_i).$$

Every term in the last sum is non-negative. Thus $F=0$ requires every $\tau_i$ to be 0 or 1, and the unit sum then leaves one open channel.

**A contact with the same conductance and nonzero noise**

Place one contact level, of spin-dependent energy $\varepsilon_\sigma$, between two chains. Neighbouring chain sites have hopping amplitude $-t_0$, and the level is joined to each chain by $-v$. Energies are measured from the Fermi energy, at the centre of the chain band, and $E=-2t_0\cos k$. For a wave arriving from the left,

$$\psi_j=e^{ikj}+re^{-ikj}\ (j\le-1),\qquad \psi_j=se^{ikj}\ (j\ge1).$$

At site 1, the equation is $E\psi_1=-t_0\psi_2-v\psi_0$. The same outgoing wave continued through an unbroken chain would have $-t_0s$ in place of $-v\psi_0$. Therefore $v\psi_0=t_0s$. The same comparison at site $-1$ gives $v\psi_0=t_0(1+r)$, hence $r=s-1$.

The equation at the level is

$$(E-\varepsilon_\sigma)\psi_0=-v(\psi_{-1}+\psi_1)
=-v\left[2se^{ik}-2i\sin k\right],$$

where $e^{-ik}-e^{ik}=-2i\sin k$ was used. Insert $\psi_0=t_0s/v$ and multiply by $v/t_0$:

$$(E-\varepsilon_\sigma)s=-\frac{2v^2}{t_0}se^{ik}+\frac{2iv^2\sin k}{t_0}.$$

Define

$$\Gamma=\frac{2v^2\sin k}{t_0}=\frac{v^2\sqrt{4t_0^2-E^2}}{t_0^2}.$$

Since $2v^2\cos k/t_0=-v^2E/t_0^2$, collecting the terms in $s$ gives

$$s=\frac{i\Gamma}{E(1-v^2/t_0^2)-\varepsilon_\sigma+i\Gamma}.$$

The chains are identical, so the incoming and outgoing velocities are equal and $\tau_\sigma=|s|^2$. At the Fermi energy, $E=0$,

$$\tau_\sigma=\frac{\Gamma^2}{\varepsilon_\sigma^2+\Gamma^2}.$$

Write $a=\varepsilon_\uparrow^2/\Gamma^2$ and $b=\varepsilon_\downarrow^2/\Gamma^2$. The requirement of unit total transmission is

$$\frac1{1+a}+\frac1{1+b}=1 .$$

Multiplying out gives $2+a+b=1+a+b+ab$, so $ab=1$, or

$$|\varepsilon_\uparrow\varepsilon_\downarrow|=\Gamma^2 .$$

This is a continuous family of contacts with $G=e^2/h$. Because $\tau_{\uparrow,\downarrow}=(1\pm P)/2$,

$$F=1-\frac{(1+P)^2+(1-P)^2}{4}=\frac{1-P^2}{2}.$$

At finite level energies both channels conduct, so the polarisation is incomplete and $F>0$. The limit $|P|\to1$ sends one level far from the Fermi energy and the other onto it. Equal magnitudes of the level energies give $P=0$ and $F=1/2$.

**Numbers for a nickel-like contact**

Take $t_0=1$ eV and $v=0.447$ eV, which give $\Gamma=0.4$ eV at the Fermi energy. Put the majority level at $-0.8$ eV and the minority level at $-0.2$ eV. Then

$$\tau_\uparrow=\frac{0.16}{0.64+0.16}=0.2,\qquad
\tau_\downarrow=\frac{0.16}{0.04+0.16}=0.8 .$$

The sum is 1, but $P=0.2-0.8=-0.6$: minority carriers dominate without carrying all the current. The Fano factor is

$$F=0.2(0.8)+0.8(0.2)=0.32 .$$

At 5 mV and 4.2 K, the current is $38.74\ \mu\text{S}\times5\ \text{mV}=193.7$ nA. Here $x=6.91$, and the thermal bracket is 0.855. With $2eI=62.07\times10^{-27}\ \text{A}^2/\text{Hz}$,

$$S(V)-S(0)=62.07\times0.32\times0.855\times10^{-27}
=17.0\times10^{-27}\ \text{A}^2/\text{Hz}.$$

Adding the equilibrium noise, $8.99\times10^{-27}\ \text{A}^2/\text{Hz}$, gives a total of $26.0\times10^{-27}\ \text{A}^2/\text{Hz}$. One fully open channel has the same current and the same equilibrium noise, but no excess noise. The conductance cannot distinguish the two contacts; the excess noise can.

The counting argument was also tested by evolving a many-electron state on a finite lattice. Two 240-site chains, each in its own equilibrium, were joined through the contact level at a bias of 0.4 eV and $kT=0.05$ eV. For the minority level, the transferred number had a mean rate of 0.0499 and a variance rate of 0.0192, both per $\hbar/\text{eV}$. The energy integrals with the derived $\tau(E)$ gave the same values to these digits.

**What low noise does establish**

Keep $\sum_i\tau_i=1$, conserve spin, and allow any number of channels. Let $m$ be the largest transmission. Then

$$1-F=\sum_i\tau_i^2\le m\sum_i\tau_i=m .$$

If $F<1/2$, it follows that $m>1/2$. The other transmissions sum to $1-m$, and the sum of their squares cannot exceed the square of their sum. Therefore

$$1-F\le m^2+(1-m)^2=\frac{1+(2m-1)^2}{2},$$

which gives $2m-1\ge\sqrt{1-2F}$. Even if all the other channels have the opposite spin to the largest one, they cancel only $1-m$ of its contribution. Hence

$$|P|\ge m-(1-m)=2m-1\ge\sqrt{1-2F}\qquad(F<1/2).$$

For $F=0.32$ the lower bound is 0.6, and the contact above reaches it. But 0.6 is a bound, not a measured polarisation. Two different orbital channels of the same spin, again with transmissions 0.2 and 0.8, have identical conductance and noise but $|P|=1$. Nonzero noise therefore rules out a single open channel, but it does not rule out full polarisation.

A spin-degenerate contact has $P=0$, so at this conductance it must have $F\ge1/2$. Within the stated assumptions, $F<1/2$ is thus evidence of unequal spin transport. For larger $F$ this argument gives no lower bound on $|P|$. These statements need $\sum_i\tau_i=1$ closely, while a measured conductance is only near $e^2/h$. A spin-degenerate pair has $F=1-\tfrac12\sum_i\tau_i$, which is 0.475 at $\sum_i\tau_i=1.05$, below $1/2$ although $P=0$. For $F=0.32$ the smallest $|P|$ is about 0.54 at a sum of 1.05 and 0.66 at a sum of 0.95.

High noise says something about the number of channels. For $N$ conducting channels, the Cauchy–Schwarz inequality gives $1=(\sum_i\tau_i)^2\le N\sum_i\tau_i^2$, so $F\le1-1/N$. For example, one majority channel with $\tau=0.25$ and three minority channels with $\tau=0.45,0.20,0.10$ give $P=-0.5$ and $F=0.685$. Three channels could not produce that noise at this conductance, since their limit is $2/3$. For a general sum the same inequality gives $F\le1-\tfrac1N\sum_i\tau_i$, so this count also needs the sum closely: at a sum of 0.94 three channels can reach 0.687.

**Why zero noise still needs a spin assumption**

Spin-orbit coupling or a non-collinear magnetisation can mix spins. The eigenvalues of $t^\dagger t$ still determine $G$ and $F$, because the singular-value decomposition of $t$ pairs each incoming eigenchannel with one outgoing eigenchannel. However, an eigenchannel need not have a definite spin.

Suppose that one incoming state $|a\rangle$ is fully transmitted into

$$|b\rangle=\frac{|1,\uparrow\rangle+|2,\downarrow\rangle}{\sqrt2},$$

where 1 and 2 are orthogonal outgoing orbitals. Then $t=|b\rangle\langle a|$ has one eigenvalue 1 of $t^\dagger t$, with the rest zero. It gives $G=e^2/h$ and $F=0$. The outgoing spin along $z$ averages to zero because the two spin weights are equal. The spin components along $x$ and $y$ also vanish: their operators flip the spin but leave the orbital unchanged, and the two orbitals are orthogonal.

This does not violate current conservation. Choose the reflection matrices

$$r=1-|a\rangle\langle a|,\qquad r'=-(1-|b\rangle\langle b|),$$

and use $t^\dagger$ for transmission in the reverse direction. Then $r^\dagger r+t^\dagger t=1$ and $tt^\dagger+r'^\dagger r'=1$, while the cross terms $rt^\dagger$ and $t^\dagger r'$ vanish. The full scattering matrix is unitary. The current in the source lead is carried by $1-rr^\dagger=|a\rangle\langle a|$, so it is fully polarised if $|a\rangle$ has a definite spin; choosing $|a\rangle$ of the same two-orbital form as $|b\rangle$ makes the current unpolarised in both leads. A single open eigenchannel needs broken time-reversal symmetry, supplied here by the magnetisation: with spin-orbit coupling alone the $\tau_i$ come in equal pairs. Zero noise proves one open eigenchannel here, not a spin-polarised current.

**How this relates to a real filament**

The 0.6 eV splitting and the level width are round values in the rough range for an exchange-split, d-like nickel contact state; they are not a calculated nickel band structure. A real nickel contact can have several s- and d-derived channels, so the two-channel model is a counterexample, not a prediction for every filament. Nor does it predict a conductance plateau. With the hoppings fixed, moving both levels by $-0.05$ or $+0.05$ eV changes the conductance to 0.90 or 1.10 $e^2/h$.

Other corrections can be sized for the same example:

- A spin-flip coupling of 0.05 eV between the two levels (listed in the output under a rough spin-orbit energy of 0.1 eV) changes $G$ to 1.005 $e^2/h$ and $F$ to 0.313. Because the model has one orbital and spin-degenerate chains, unlike real nickel leads, this term only tilts the exchange axis by about 9.5°, and spin along the tilted axis is still conserved. Spin-orbit coupling has no matrix element within one real d orbital; it acts between different orbitals, and its effect is not sized by this model.
- If the measured $e^2/h$ includes 300 Ω in series, the contact itself has $\sum_i\tau_i=1.012$. One open channel plus a single channel carrying the remainder would then have $F=0.0115$, so a small nonzero noise needs this correction before it is interpreted.
- At 100 mV and 300 K, nearer to memory-cell operation, the energy dependence of $\tau$ alone gives $G=I/V=0.999\,e^2/h$ and an apparent $F$ of 0.318 if the bias drops symmetrically about fixed levels. Here the apparent $F$ is $S(V)-S(0)$ divided by $2eI(\coth x-1/x)$. With the whole bias on one side, $G$ is 0.92 or 1.08 $e^2/h$ and the apparent $F$ is 0.29 or 0.34. These two values include the change of the thermal noise with bias; the $\tau(1-\tau)$ term alone gives 0.37 or 0.27, in the opposite order. For the symmetric drop, the output also lists a charging shift of about $-6$ meV, found by multiplying a rough repulsion of 3 eV by the change in the total level occupation at zero temperature. That figure uses a wide-band Lorentzian level; the chain model gives about $-4.8$ meV. In a single level each spin is repelled only by the other spin, so the first-order shifts are about $-3.8$ meV for the majority level and $-1.0$ meV for the minority level, which lower $G$ by about 0.3%. These shifts are small because a symmetric drop changes the occupation only at second order in $V$. With the whole bias on one side the same first-order estimate gives about $+88$ and $+22$ meV, or $-103$ and $-26$ meV, so fixed levels are then not a consistent assumption. The feedback of the shifts on the occupations is left out and is not small: with $\chi_\sigma=-\partial n_\sigma/\partial\varepsilon_\sigma$, the chain model has $U^2\chi_\uparrow\chi_\downarrow\approx1$ at $U=3$ eV, the edge of a mean-field instability. The first-order estimate therefore fixes neither the size nor the sign of the level shifts.

The coherent, elastic picture is also in doubt under those operating conditions. The 100 meV bias energy is four times a rough vibration energy of 25 meV, whereas at 5 mV it is one fifth. Inelastic noise, slow resistance fluctuations and correlations beyond mean field are not included, and their effect on the inferred $F$ has not been sized. A noise test of the channels is therefore better made at low temperature, with $eV$ well above $kT$ but small compared with the main vibration energies of the contact, and with slow resistance noise separated from the white excess noise. The numerical output below lists the cases compared here.

## Computed results

```
Conductance unit e^2/h = 38.7405 uS
Corresponding resistance = 25.8128 kOhm
Chain hopping = 1.000 eV; contact hopping = 0.4472 eV
Level width parameter Gamma = 0.400 eV
Majority level = -0.800 eV; minority level = -0.200 eV
Exchange splitting = 0.600 eV
Level product = 0.1600 eV^2; Gamma^2 = 0.1600 eV^2
Majority tau = 0.2000; minority tau = 0.8000 (no unit)
Bias = 5.00 mV; temperature = 4.20 K
Current = 193.702 nA; eV/(2kT) = 6.9075 (no unit)
Thermal factor coth(x)-1/x = 0.85523 (no unit)
Equilibrium noise = 8.986 1e-27 A^2/Hz
Full Poisson noise 2eI = 62.069 1e-27 A^2/Hz
Channel sets: G in e^2/h; P, F no unit; noises in 1e-27 A^2/Hz
one open: G=1.0000, P=-1.0000, F=0.0000, S=8.986, excess=-0.000
opposite spins: G=1.0000, P=-0.6000, F=0.3200, S=25.972, excess=16.987
same spin: G=1.0000, P=-1.0000, F=0.3200, S=25.972, excess=16.987
degenerate: G=1.0000, P=0.0000, F=0.5000, S=35.527, excess=26.542
four channels: G=1.0000, P=-0.5000, F=0.6850, S=45.348, excess=36.362
Minimum |P| allowed by example F = 0.6000 (no unit)
Lattice test: bias=0.400 eV, kT=0.050 eV
Lattice rates: mean and variance per hbar/eV; simulation / formula
majority: mean 0.01318/0.01318, variance 0.01113/0.01113
minority: mean 0.04986/0.04986, variance 0.01918/0.01918
open: mean 0.06366/0.06366, variance 0.01592/0.01592
Spin-mixed open channel: G=1.0000 e^2/h, F=0.0000, |spin|=0.0000
Energy-dependent transmission: G in e^2/h; F and factor no unit
5.0 mV, 4.2 K: G=1.00000, apparent F=0.32000, thermal factor=0.85523
100.0 mV, 300.0 K: G=0.99910, apparent F=0.31788, thermal factor=0.52565
Rough spin-orbit energy = 0.100 eV; G=1.0050 e^2/h, F=0.3134
Series resistance = 300.0 Ohm; corrected tau sum=1.0118, one-open-plus-rest F=0.0115
Level drift -/+ 0.050 eV: G=0.9004/1.0982 e^2/h
Rough on-site repulsion = 3.00 eV
Charging shift at 5.0 mV = -0.01492 meV
Charging shift at 100.0 mV = -5.93485 meV
Rough vibration energy = 25.0 meV
Bias/vibration energy at 5 and 100 mV = 0.200, 4.000 (no unit)
```
